# Electron-capture barrier of a deep trap from equal-curvature configuration parabolas: test program

```python
# Result under test: for two configuration parabolas of equal curvature the
# classical electron-capture barrier is B = (dE - lam)^2 / (4 lam).
# dE: thermal trap depth below the conduction edge (eV), between relaxed minima
# lam: lattice relaxation energy after vertical capture (eV)
# x: lattice coordinate; 0 = empty-trap minimum, 1 = filled-trap minimum
# hw: effective phonon energy (eV); kT: thermal energy (eV)
# Gap density: probability per eV that the two electronic states are resonant.
import numpy as np
from scipy.constants import k, e, epsilon_0, pi
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ive

K_EV = k / e


def free_surface(x, dE, lam, curvature_ratio=1.0):
    return dE + curvature_ratio * lam * x**2


def bound_surface(x, lam):
    return lam * (x - 1)**2


def numeric_crossing(dE, lam, curvature_ratio=1.0):
    def gap(x):
        return free_surface(x, dE, lam, curvature_ratio) - bound_surface(x, lam)
    x = brentq(gap, -6, 6, xtol=1e-13)
    capture = free_surface(x, dE, lam, curvature_ratio) - dE
    emission = bound_surface(x, lam)
    return x, capture, emission


def barrier_formula(dE, lam):
    return (dE - lam)**2 / (4 * lam)


def log_classical_density(dE, lam, kT):
    return -barrier_formula(dE, lam) / kT - 0.5 * np.log(4 * pi * lam * kT)


def log_quantum_density(dE, lam, hw, kT):
    S = lam / hw
    p = round(dE / hw)
    assert abs(p * hw - dE) < 1e-10
    y = hw / (2 * kT)
    z = S / np.sinh(y)
    return -S / np.tanh(y) + p * y + np.log(ive(p, z)) + z - np.log(hw)


def apparent_energy(log_density, kT):
    beta = 1 / kT
    step = 1e-4 * beta
    return -(log_density(1 / (beta + step))
             - log_density(1 / (beta - step))) / (2 * step)


dE, lam, hw = 3.0, 1.0, 0.06
eps_optical, field_MV_cm = 2.0, 1.0

# Crossing found numerically, in the normal, barrierless and inverted regimes.
for depth, relax in [(3, 1), (0.5, 1), (1, 1), (2, 0.6), (2, 1), (4, 1)]:
    xc, cap, emi = numeric_crossing(depth, relax)
    assert abs(xc - (relax - depth) / (2 * relax)) < 1e-10
    assert abs(cap - barrier_formula(depth, relax)) < 1e-10
    assert abs(emi - (depth + relax)**2 / (4 * relax)) < 1e-10
x_cross, barrier, emission_barrier = numeric_crossing(dE, lam)
assert abs(barrier - 1.0) < 1e-10

# Lowest point of the crossing plane for three modes of different stiffness.
stiffness = np.array([1.0, 2.5, 0.6])
mode_relaxation = np.array([0.5, 0.3, 0.2])
shift = np.sqrt(2 * mode_relaxation / stiffness)


def many_free(q):
    return 0.5 * np.sum(stiffness * q**2)


def many_gap(q):
    return dE + many_free(q) - 0.5 * np.sum(stiffness * (q - shift)**2)


many = minimize(many_free, np.array([0.3, -0.8, 0.1]), method="SLSQP",
                constraints={"type": "eq", "fun": many_gap},
                options={"ftol": 1e-13, "maxiter": 300})
assert abs(many_gap(many.x)) < 1e-7
assert abs(many.fun - barrier_formula(dE, mode_relaxation.sum())) < 1e-5

# Boltzmann probability of a narrow gap window, by direct quadrature.
kT_test = K_EV * 600
half_window = 1e-3


def position_at_gap(target):
    return brentq(lambda x: free_surface(x, dE, lam)
                  - bound_surface(x, lam) - target, -6, 6, xtol=1e-14)


left, right = position_at_gap(-half_window), position_at_gap(half_window)
window = quad(lambda x: np.exp(-lam * x**2 / kT_test), left, right,
              epsabs=0, epsrel=1e-10)[0]
norm = quad(lambda x: np.exp(-lam * x**2 / kT_test), -3, 3,
            points=[0], epsabs=1e-12)[0]
density_direct = window / norm / (2 * half_window)
# The finite window leaves a relative error below 1e-3.
assert abs(density_direct / np.exp(log_classical_density(dE, lam, kT_test))
           - 1) < 1e-3

# Franck-Condon sum from diagonalization of the displaced oscillator.
S, p, size = lam / hw, round(dE / hw), 320
number = np.arange(size)
hop = -np.sqrt(S * number[1:])
H = np.diag(number + S) + np.diag(hop, 1) + np.diag(hop, -1)
levels, vectors = np.linalg.eigh(H)
assert np.max(np.abs(levels[:85] - number[:85])) < 1e-8
for T in (300, 400):
    q_boltz = np.exp(-hw / (K_EV * T))
    fc_sum = sum((1 - q_boltz) * q_boltz**m * vectors[m, m + p]**2
                 for m in range(31))
    formula = np.exp(log_quantum_density(dE, lam, hw, K_EV * T))
    assert abs(fc_sum / hw / formula - 1) < 1e-5

# Small phonon energy: quantum result must approach the classical one.
limit_errors = [log_quantum_density(dE, lam, w, kT_test)
                - log_classical_density(dE, lam, kT_test)
                for w in (0.004, 0.002)]
assert abs(limit_errors[1]) < 0.015
assert 3.7 < limit_errors[0] / limit_errors[1] < 4.3

# Field-lowered saddle of a positively charged empty trap; r in nm.
coulomb = e / (4 * pi * epsilon_0 * eps_optical) * 1e9
field_V_nm = field_MV_cm * 0.1
saddle = minimize_scalar(lambda r: coulomb / r + field_V_nm * r,
                         bounds=(0.2, 30), method="bounded",
                         options={"xatol": 1e-9})
lowering = saddle.fun
lowering_formula = np.sqrt(e * field_MV_cm * 1e8
                           / (pi * epsilon_0 * eps_optical))
assert abs(lowering - lowering_formula) < 1e-7

print(f"Thermal trap depth: {dE:.2f} eV")
print(f"Relaxation energy: {lam:.2f} eV")
print(f"Crossing coordinate x (dimensionless): {x_cross:.3f}")
gap_empty = free_surface(0, dE, lam) - bound_surface(0, lam)
gap_filled = free_surface(1, dE, lam) - bound_surface(1, lam)
print(f"Vertical gap, empty-trap geometry: {gap_empty:.2f} eV")
print(f"Vertical gap, filled-trap geometry: {gap_filled:.2f} eV")
print(f"Classical capture barrier: {barrier:.4f} eV")
print(f"Classical emission barrier: {emission_barrier:.4f} eV")
print(f"Three-mode minimum barrier: {many.fun:.4f} eV")
alt_ion = numeric_crossing(dE - lam, lam)[1]
alt_cap = numeric_crossing(dE + lam, lam)[1]
print(f"Barrier if 3 eV is vertical ionization energy: {alt_ion:.4f} eV")
print(f"Barrier if 3 eV is empty-geometry vertical gap: {alt_cap:.4f} eV")
print(f"Effective phonon energy: {hw:.3f} eV")
print(f"Huang-Rhys factor S (dimensionless): {S:.2f}")
print(f"Phonons matching trap depth p (dimensionless): {p}")
for T in (300, 400, 673):
    kT = K_EV * T
    log_c = log_classical_density(dE, lam, kT)
    log_q = log_quantum_density(dE, lam, hw, kT)
    act_c = apparent_energy(lambda t: log_classical_density(dE, lam, t), kT)
    act_q = apparent_energy(lambda t: log_quantum_density(dE, lam, hw, t), kT)
    assert abs(act_c - (barrier - kT / 2)) < 1e-6
    assert log_q > log_c and act_q < act_c
    print(f"At {T} K: thermal energy {kT:.5f} eV")
    print(f"  classical gap density: {np.exp(log_c):.3e} 1/eV")
    print(f"  quantum gap density: {np.exp(log_q):.3e} 1/eV")
    print(f"  quantum/classical ratio: {np.exp(log_q - log_c):.3e}")
    print(f"  classical apparent energy: {act_c:.4f} eV")
    print(f"  quantum apparent energy: {act_q:.4f} eV")
print(f"Log density error, 0.004 eV phonon, 600 K: {limit_errors[0]:.4f}")
print(f"Log density error, 0.002 eV phonon, 600 K: {limit_errors[1]:.4f}")
carrier_energy = 1.5 * K_EV * 300
carrier_barrier = numeric_crossing(dE + carrier_energy, lam)[1]
assert carrier_barrier > barrier
print(f"Mean carrier kinetic energy at 300 K: {carrier_energy:.4f} eV")
print(f"Barrier for that carrier: {carrier_barrier:.4f} eV")
for ratio in (0.9, 1.1):
    changed = numeric_crossing(dE, lam, ratio)[1]
    print(f"Barrier, empty/filled curvature {ratio:.1f}: {changed:.4f} eV")
print(f"Optical relative permittivity: {eps_optical:.1f}")
print(f"Electric field: {field_MV_cm:.1f} MV/cm")
print(f"Charged-trap saddle distance: {saddle.x:.3f} nm")
print(f"Charged-trap saddle lowering: {lowering:.4f} eV")
field_barrier = numeric_crossing(dE - lowering, lam)[1]
print(f"Capture barrier from lowered saddle: {field_barrier:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
Thermal trap depth: 3.00 eV
Relaxation energy: 1.00 eV
Crossing coordinate x (dimensionless): -1.000
Vertical gap, empty-trap geometry: 2.00 eV
Vertical gap, filled-trap geometry: 4.00 eV
Classical capture barrier: 1.0000 eV
Classical emission barrier: 4.0000 eV
Three-mode minimum barrier: 1.0000 eV
Barrier if 3 eV is vertical ionization energy: 0.2500 eV
Barrier if 3 eV is empty-geometry vertical gap: 2.2500 eV
Effective phonon energy: 0.060 eV
Huang-Rhys factor S (dimensionless): 16.67
Phonons matching trap depth p (dimensionless): 50
At 300 K: thermal energy 0.02585 eV
  classical gap density: 2.785e-17 1/eV
  quantum gap density: 3.506e-09 1/eV
  quantum/classical ratio: 1.259e+08
  classical apparent energy: 0.9871 eV
  quantum apparent energy: 0.1326 eV
At 400 K: thermal energy 0.03447 eV
  classical gap density: 3.821e-13 1/eV
  quantum gap density: 2.013e-08 1/eV
  quantum/classical ratio: 5.266e+04
  classical apparent energy: 0.9828 eV
  quantum apparent energy: 0.2393 eV
At 673 K: thermal energy 0.05799 eV
  classical gap density: 3.803e-08 1/eV
  quantum gap density: 1.226e-06 1/eV
  quantum/classical ratio: 3.223e+01
  classical apparent energy: 0.9710 eV
  quantum apparent energy: 0.4861 eV
Log density error, 0.004 eV phonon, 600 K: 0.0352
Log density error, 0.002 eV phonon, 600 K: 0.0088
Mean carrier kinetic energy at 300 K: 0.0388 eV
Barrier for that carrier: 1.0392 eV
Barrier, empty/filled curvature 0.9: 0.8199 eV
Barrier, empty/filled curvature 1.1: 1.2260 eV
Optical relative permittivity: 2.0
Electric field: 1.0 MV/cm
Charged-trap saddle distance: 2.683 nm
Charged-trap saddle lowering: 0.5366 eV
Capture barrier from lowered saddle: 0.5353 eV
finished without a failed check
```
